# Liquid composition during open evaporation of a two-component precursor mixture

**Question**

I am simulating a heated bubbler that feeds an atomic layer deposition line. The liquid is an ideal mixture of two precursors, A and B, 0.25 mol of each, held at 350 K. The pure vapour pressures are 1.00 Torr for A and 0.25 Torr for B, a ratio of 4. The carrier flow is 100 sccm and the total pressure in the bubbler is 100 Torr. I want the mole fraction of A in the liquid when half of the A has gone.

My first attempt was this. The vapour above a 50:50 liquid is 80% A, so losing 0.125 mol of A costs $0.125\times0.2/0.8=0.03125$ mol of B. That leaves 0.125 mol of A and 0.21875 mol of B, so $x_A=0.364$. A colleague did an equilibrium calculation for a closed vessel and got 0.385. Which is right, how should I set up the simulation, and does the answer depend on the carrier flow?

**Answer**

Neither number describes your bubbler. Your estimate freezes the vapour composition at its first value, although the liquid loses A faster than B and the vapour follows it. Your colleague's calculation keeps all the vapour in contact with the liquid, whereas your carrier takes it away. The vapour-pressure ratio alone does not fix the answer; one must also say how the vapour is removed.

I assume that the liquid is well mixed, that the carrier leaves saturated and does not dissolve, that the gas is ideal, and that no vapour returns. Nothing reacts, and the small amount of vapour stored above the liquid is ignored.

**The balances to simulate**

Let $n_A$ and $n_B$ be the amounts in the liquid, with $x_i=n_i/(n_A+n_B)$. Raoult's law gives the partial pressures

$$p_i=x_i\,p_i^*,$$

where $p_i^*$ is the pure vapour pressure. In an ideal gas, mole ratios equal partial-pressure ratios. The carrier has partial pressure $P-p_A-p_B$, where $P$ is the total pressure, so each mole of carrier takes out $p_i/(P-p_A-p_B)$ moles of component $i$. With molar carrier flow $F$,

$$\frac{dn_i}{dt}=-F\,\frac{p_i}{P-p_A-p_B}.$$

The minus sign records loss from the liquid. At each time step, compute $x_i$ from the current amounts, then $p_i$, then the two rates, and advance both amounts. Stop when $n_A=0.125$ mol. The essential point is that the composition is recalculated at every step.

**The composition without a clock**

Divide the balance for A by that for B. The flow and the denominator are common to both and cancel:

$$\frac{dn_A}{dn_B}=\frac{x_A p_A^*}{x_B p_B^*}=\alpha\,\frac{n_A}{n_B},\qquad \alpha=\frac{p_A^*}{p_B^*}.$$

The last step uses $x_A/x_B=n_A/n_B$, because both fractions have the same denominator. Separating the variables gives

$$\frac{dn_A}{n_A}=\alpha\,\frac{dn_B}{n_B}.$$

At fixed temperature $\alpha$ is constant. Integrating from the initial amounts $n_{A0}$ and $n_{B0}$,

$$\ln\frac{n_A}{n_{A0}}=\alpha\ln\frac{n_B}{n_{B0}},
\qquad
\frac{n_A}{n_{A0}}=\left(\frac{n_B}{n_{B0}}\right)^{\alpha}.$$

Write $r=n_A/n_{A0}$ for the remaining fraction of A. The remaining fraction of B is then $r^{1/\alpha}$. Since your initial amounts are equal, they cancel from the mole fraction:

$$x_A=\frac{r}{r+r^{1/\alpha}}.$$

For $r=1/2$ and $\alpha=4$, the remaining fraction of B is $(1/2)^{1/4}=0.8409$, and

$$x_A=\frac{0.5}{0.5+0.8409}=0.3729.$$

The liquid is therefore about 37.3% A by moles. It contains 0.1250 mol of A and 0.2102 mol of B.

Integrating the two time balances numerically with an adaptive Runge–Kutta method also gives 0.3729. You can even simulate the process without a differential equation. Start with 100,000 molecules of each kind and remove one at a time, choosing A with probability

$$\frac{\alpha N_A}{\alpha N_A+N_B},$$

where $N_A$ and $N_B$ are the current numbers. One such run, stopped at 50,000 A molecules, gave 0.3730.

**What the limits say**

If $\alpha=1$, both components disappear in proportion and $x_A$ stays at $1/2$. If $\alpha\to\infty$, B hardly evaporates while half of A leaves, so $x_A\to0.5/(0.5+1)=1/3$. For any ratio above 1, the answer at this stopping point lies between those limits.

This also shows how accurately $\alpha$ must be known. Let $u=r^{1/\alpha}$, so $\ln u=(\ln r)/\alpha$ and

$$\frac{d\ln u}{d\ln\alpha}=-\frac{\ln r}{\alpha}.$$

From $x_A=r/(r+u)$ at fixed $r$,

$$\frac{dx_A}{d\ln u}=-\frac{ru}{(r+u)^2}=-x_A(1-x_A).$$

Multiplying the two derivatives gives

$$\frac{dx_A}{d\ln\alpha}=x_A(1-x_A)\frac{\ln r}{\alpha}.$$

For your numbers this is $0.3729\times0.6271\times(-0.6931)/4=-0.041$. A 10% increase in $\alpha$ lowers $x_A$ by about 0.004.

**Why the two earlier answers differ**

The vapour fraction of A is

$$y_A=\frac{p_A}{p_A+p_B}=\frac{\alpha x_A}{\alpha x_A+x_B}.$$

It starts at 0.800 and ends at 0.704. The vapour collected over the whole run has the mean fraction $0.1250/(0.1250+0.0398)=0.759$. By using 0.800 throughout, you removed too little B and obtained too small an $x_A$.

For the closed vessel, let the gas volume be $V$, the gas constant $R$ and the temperature $T$. If $n_i^v$ and $n_i^l$ are the vapour and liquid amounts, and $N_l$ is the total liquid amount, the ideal-gas law and Raoult's law give

$$\frac{n_i^v}{n_i^l}=\frac{p_iV}{RT\,n_i^l}=\frac{p_i^*V}{RT\,N_l}.$$

When half of A is liquid, this ratio is 1 for A. It must then be $1/\alpha$ for B, whose liquid fraction of its initial amount is

$$\frac{1}{1+1/\alpha}=\frac{\alpha}{1+\alpha}=0.8.$$

Hence $x_A=0.5/(0.5+0.8)=0.385$. That is a correct answer for a closed vessel whose gas volume is such that half of the A is vapour at equilibrium, but not for a swept bubbler. For your amounts and pressures, that volume would be about 7.1 m³.

The stopping condition matters too. When half of A remains in your bubbler, 67.0% of all the liquid remains. If you instead stop when half of the total liquid remains, the remaining fractions $u$ of B and $u^4$ of A must average to one half:

$$\frac{u+u^4}{2}=\frac12,\qquad u+u^4=1.$$

The numerical root is $u=0.7245$. Since the remaining fractions add to 1, $x_A=u^4/(u+u^4)=u^4=0.2755$.

**How long it takes**

In a well-mixed liquid, the carrier affects the clock even though it drops out of the composition. Multiply each balance by $P/p_i^*-1$ and add:

$$\sum_i\left(\frac{P}{p_i^*}-1\right)\frac{dn_i}{dt}
=-\frac{F}{P-p_A-p_B}\sum_i\left(\frac{P}{p_i^*}-1\right)x_ip_i^*.$$

The sum on the right is $P(x_A+x_B)-p_A-p_B=P-p_A-p_B$, because the mole fractions add to 1. It cancels the denominator and leaves $-F$. Integration at constant $F$ and $P$ gives

$$Ft=\sum_i\left(\frac{P}{p_i^*}-1\right)(n_{i0}-n_i).$$

Taking sccm at 273.15 K and 1 atm, 100 sccm is $7.436\times10^{-5}$ mol/s. The required carrier amount is

$$99(0.1250)+399(0.03978)=28.25\ \text{mol}.$$

Dividing by the flow gives $3.80\times10^5$ s, or 105.5 h of carrier flow. At 300 sccm and 20 Torr, still assuming saturation and a well-mixed liquid, the time falls to 6.87 h while $x_A$ remains 0.3729.

During the run the total precursor pressure falls from 0.625 to 0.530 Torr, about 15%. A constant carrier flow therefore does not give a constant dose. The vapour fraction should not be read as a film composition, which also depends on the surface reactions.

**How far a real bubbler can move the answer**

Your pressures are in the rough range of heated liquid metal-alkylamide precursors. If your reactor runs at a much lower pressure than the 100 Torr bubbler, the line between them needs a flow restriction. In pulsed delivery, 105.5 h means accumulated flow time, not elapsed process time. The estimates below change one assumption at a time and use rough assumed properties, not data for a named compound.

*Poor mixing.* Among the cases in this section, this one shifts $x_A$ most. Take a molar volume of 300 cm³/mol for both components and a vessel area of 50 cm². The initial depth $L$ is then 3.00 cm. With diffusivity $D=10^{-9}$ m²/s and no convection, I solved the one-dimensional diffusion equation with a receding surface, dividing the liquid into 60 layers. The mean $x_A$ was 0.383 when half of A remained. The surface becomes poorer in A than the bulk, so the departing vapour carries more B for each mole of A.

The time $L^2/D$ is 250 h, longer than the run, yet the shift is only about 0.010. At fixed depth, the slowest composition variation, $\cos(\pi z/L)$ with $z$ the height, decays in $L^2/(\pi^2D)=25$ h. At this flow, diffusion therefore has time to limit the depletion. Faster removal leaves it less time: the same unstirred liquid, with saturated carrier, gives $x_A=0.399$ at 300 sccm and 100 Torr, and 0.446 at 300 sccm and 20 Torr. A smaller diffusivity acts the same way. With $D=3\times10^{-10}$ m²/s, which a Stokes–Einstein estimate gives for a molecule of this size at a viscosity of roughly 2 mPa s, the 100 sccm, 100 Torr case gives 0.401 instead of 0.383. The composition is thus independent of the carrier flow only while the liquid stays well mixed. Carrier bubbling through the liquid also stirs it; carrier passing over the surface gives less help.

These shifts are for stagnant liquid under continuous flow. If A has the lower molar mass and the molar volumes are equal, the A-poor surface liquid is denser and tends to sink, which stirs the liquid and reduces the shift. With the masses assumed in the vacuum section below, the surface is about 10 kg/m³ denser than the mean at the end of the 100 sccm run. The Rayleigh number $g\,\Delta\rho\,L^3/(\mu D)$ is then $10^8$ to $10^9$ for a viscosity $\mu$ of 1 to 5 mPa s, far above the onset of convection near $10^3$. Such a liquid would overturn, so for these masses the stagnant values are upper bounds. Pauses in pulsed delivery also give diffusion more time: at a steady flow of 10 sccm and 100 Torr, the unstirred liquid gives $x_A=0.374$. This stands for pulses whose cycle is short compared with the 25 h diffusion time; 5 h at 100 sccm followed by 45 h of rest, the same average flow, gives 0.377.

*Incomplete saturation.* Suppose the carrier reaches fractions $\eta_A$ and $\eta_B$ of the equilibrium partial pressures. If their ratio is constant, the same division of balances replaces $\alpha$ by $\alpha\eta_A/\eta_B$. Equal values change the time but not the composition path. A 10% larger pickup efficiency for A lowers $x_A$ by about 0.004, from the sensitivity above.

*Non-ideality.* Let the activity coefficients obey $\ln\gamma_A=wx_B^2$ and $\ln\gamma_B=wx_A^2$. The effective ratio becomes

$$\alpha\,\frac{\gamma_A}{\gamma_B}=\alpha e^{w(x_B^2-x_A^2)}=\alpha e^{w(1-2x_A)},$$

since $x_A+x_B=1$. Numerical integration gives $x_A=0.372$ for $w=0.2$ and 0.374 for $w=-0.2$. The effect is small here partly because the correction vanishes at the 50:50 starting point.

*Temperature.* With constant evaporation enthalpies of 60 kJ/mol for A and 65 kJ/mol for B, the Clausius–Clapeyron relation gives $\alpha=3.90$ at 355 K. The composition becomes 0.374, but the time drops to 78.7 h, 25% below the original value. Temperature control therefore matters much more for dose than for this composition. Evaporative cooling is minor at the original flow and pressure: the initial heat load is 0.0285 W, which lowers the liquid temperature by 0.06 K for a thermal conductance of 0.5 W/K. At 300 sccm and 20 Torr the same estimate gives 0.44 W and 0.9 K, enough to lower the vapour pressure of A by about 5%. These figures assume that the carrier enters at 350 K; warming argon from 295 K adds 0.085 W at 100 sccm and 0.255 W at 300 sccm.

*Storage and decomposition.* A 0.30 L headspace initially holds $6.9\times10^{-6}$ mol of A, or 0.003% of its supply. If A also decomposes at $10^{-7}$ s⁻¹ into products that leave the liquid, half of it is gone after 100.2 h and $x_A=0.371$. Less B has evaporated by then. Ligand exchange between two metal alkylamides is a more serious failure: it can create new species, and a two-component model no longer describes the liquid.

**If you evaporate into vacuum instead**

When molecules escape from the surface straight into vacuum, their speeds also affect the selectivity. For collisionless evaporation with no return, the one-way molar flux is the gas concentration $p_i/(RT)$ times $\sqrt{RT/(2\pi M_i)}$, the Maxwell average of the outward velocity with inward molecules counted as zero:

$$J_i=\frac{p_i}{\sqrt{2\pi M_iRT}}.$$

Here $M_i$ is the molar mass, and I assume equal evaporation coefficients. Dividing the fluxes gives

$$\alpha_{\rm vac}=\alpha\sqrt{\frac{M_B}{M_A}}.$$

For assumed masses of 350 g/mol for A and 410 g/mol for B, $\alpha_{\rm vac}=4.33$ and $x_A=0.370$, provided the liquid stays well mixed and isothermal. Your vessel would not meet that condition in free evaporation at 350 K. With evaporation coefficients of 1, the 50 cm² surface and the enthalpies above, the initial heat load would be about 310 W, and half of the A would leave in about 34 s if the temperature and mixing could be maintained. In practice the surface would cool and lose A faster than diffusion could replace it. The formula is suited to much slower evaporation, for example at a much lower vapour pressure. For your bubbler, with saturated carrier and well-mixed liquid, use $\alpha=4$ and $x_A=0.373$.
